# Powers of the PAW Overlap Operator and an Orthogonal One-Dimensional Hamiltonian: a numerical check

```python
"""Closed-form powers of a PAW/ultrasoft overlap operator in one dimension.

Result under test: S = 1 + sum_a p_a q_a p_a^dagger has, for disjoint spheres,
S^alpha = 1 + sum_a p_a X_a p_a^dagger,
X_a = B_a^(-1/2) [(1 + M_a)^alpha - 1] B_a^(-1/2),
M_a = B_a^(1/2) q_a B_a^(1/2),  B_a = p_a^dagger p_a,
and S^(-1/2) H S^(-1/2) has the spectrum of H psi = energy S psi.
p_a: projectors of atom a (columns); q_a: overlap corrections;
D_a: nonlocal energies; H: Hamiltonian. Hartree atomic units.
Grid vectors carry sqrt(spacing), so dot products are integrals.
"""
import numpy as np
from scipy.linalg import eigh, block_diag
from scipy.constants import physical_constants

length, n_grid = 12.0, 121
spacing = length / n_grid
x = spacing * np.arange(n_grid)
centres, radii = (3.0, 7.0), (1.5, 1.8)
depths = (1.0, 0.6)
q = [np.array([[0.6, -0.2], [-0.2, 0.3]]),
     np.array([[-0.4, 0.1], [0.1, 0.2]])]
D = [np.array([[0.5, 0.1], [0.1, -0.3]]),
     np.array([[0.2, -0.1], [-0.1, 0.4]])]
identity = np.eye(n_grid)


def displacement(centre):
    return (x - centre + length / 2) % length - length / 2


def projectors(centre, radius):
    u = displacement(centre) / radius
    shape = np.where(abs(u) < 1, (1 - u**2)**2, 0.0)
    norm_first = radius * 256 / 315
    norm_second = norm_first * 3 / 143
    return np.sqrt(spacing) * np.column_stack(
        (shape / np.sqrt(norm_first), u**2 * shape / np.sqrt(norm_second)))


def hermitian_power(matrix, alpha):
    values, vectors = np.linalg.eigh(matrix)
    assert values.min() > 0
    return (vectors * values**alpha) @ vectors.conj().T


def coefficients(gram, correction, alpha):
    root = hermitian_power(gram, 0.5)
    inverse_root = hermitian_power(gram, -0.5)
    unit = np.eye(len(gram))
    inner = hermitian_power(unit + root @ correction @ root, alpha) - unit
    return inverse_root @ inner @ inverse_root


def closed_power(projector_sets, corrections, alpha):
    result = np.eye(projector_sets[0].shape[0], dtype=projector_sets[0].dtype)
    for p, correction in zip(projector_sets, corrections):
        gram = p.conj().T @ p
        result = result + p @ coefficients(gram, correction, alpha) @ p.conj().T
    return result


def overlap_operator(projector_sets, corrections):
    result = np.eye(projector_sets[0].shape[0], dtype=projector_sets[0].dtype)
    for p, correction in zip(projector_sets, corrections):
        result = result + p @ correction @ p.conj().T
    return result


def distance(first, second):
    return np.linalg.norm(first - second, 2)


P = [projectors(c, r) for c, r in zip(centres, radii)]
S = overlap_operator(P, q)
modes = np.rint(np.fft.fftfreq(n_grid) * n_grid).astype(int)
wave_numbers = 2 * np.pi * modes / length
waves = np.exp(1j * np.outer(x, wave_numbers)) / np.sqrt(n_grid)
kinetic = ((waves * (wave_numbers**2 / 2)) @ waves.conj().T).real
potential = -sum(v * np.exp(-displacement(c)**2)
                 for v, c in zip(depths, centres))
H = kinetic + np.diag(potential) + sum(p @ d @ p.T for p, d in zip(P, D))
H = (H + H.T) / 2

print(f"cell length {length:.1f} bohr, grid points {n_grid}")
exact_overlap = np.sqrt(13 / 33)
print(f"analytic overlap of the two projectors {exact_overlap:.6f}")
for name, c, r, v, p, qa, da in zip("AB", centres, radii, depths, P, q, D):
    gram = p.T @ p
    assert np.allclose(gram, [[1, exact_overlap], [exact_overlap, 1]], atol=1e-4)
    root = hermitian_power(gram, 0.5)
    o, U = np.linalg.eigh(root @ qa @ root)
    rotation = hermitian_power(gram, -0.5) @ U
    rotation = rotation * np.where(rotation[0] < 0, -1.0, 1.0)
    eta = p @ rotation
    # The full operator, containing both atoms, must have these eigenvectors.
    assert np.allclose(S @ eta, eta * (1 + o), atol=1e-11)
    woodbury = -np.linalg.inv(np.linalg.inv(qa) + gram)
    assert np.allclose(coefficients(gram, qa, -1), woodbury, atol=1e-11)
    print(f"atom {name}: centre {c:.1f}, radius {r:.1f} bohr, well {v:.1f} hartree")
    print(f"  q11 q12 q22: {qa[0,0]:.2f} {qa[0,1]:.2f} {qa[1,1]:.2f}")
    print(f"  D11 D12 D22: {da[0,0]:.2f} {da[0,1]:.2f} {da[1,1]:.2f} hartree")
    print(f"  grid overlap B12: {gram[0,1]:.6f}")
    M = root @ qa @ root
    print(f"  M11 M12 M22: {M[0,0]:.6f} {M[0,1]:.6f} {M[1,1]:.6f}")
    print(f"  o1 o2: {o[0]:.6f} {o[1]:.6f}")
    f = (1 + o)**-0.5 - 1
    print(f"  (1+o)^(-1/2)-1: {f[0]:.6f} {f[1]:.6f}")
    print(f"  eta1 = {rotation[0,0]:.6f} p1 + ({rotation[1,0]:.6f}) p2")
    print(f"  eta2 = {rotation[0,1]:.6f} p1 + ({rotation[1,1]:.6f}) p2")
    X = coefficients(gram, qa, -0.5)
    print(f"  X11 X12 X22 for power -1/2: {X[0,0]:.6f} {X[0,1]:.6f} {X[1,1]:.6f}")

# Powers from diagonalization of the full matrix, products and inversion.
power_errors = []
for alpha in (-1.7, -0.5, 0.3, 0.5):
    power_errors.append(distance(closed_power(P, q, alpha),
                                 hermitian_power(S, alpha)))
power_errors.append(distance(closed_power(P, q, -1), np.linalg.inv(S)))
power_errors.append(distance(closed_power(P, q, 2), S @ S))
assert max(power_errors) < 1e-10
print(f"largest closed-form power error (norm): {max(power_errors):.1e}")

# Spectrum and eigenvectors of the orthogonal problem.
inverse_root_S = closed_power(P, q, -0.5)
H_orth = inverse_root_S @ H @ inverse_root_S
H_orth = (H_orth + H_orth.T) / 2
general_energies = eigh(H, S, eigvals_only=True)
orth_energies, chi = np.linalg.eigh(H_orth)
spectrum_error = abs(general_energies - orth_energies).max()
assert spectrum_error < 1e-8
psi = inverse_root_S @ chi
assert abs(H @ psi - S @ psi * orth_energies).max() < 1e-8
assert np.allclose(psi.T @ S @ psi, identity, atol=1e-10)
plain_energies = np.linalg.eigvalsh(H)
naive = identity + sum(
    p @ (hermitian_power(np.eye(2) + qa, -0.5) - np.eye(2)) @ p.T
    for p, qa in zip(P, q))
naive_energies = np.linalg.eigvalsh(naive @ H @ naive)
naive_error = distance(naive, hermitian_power(S, -0.5))
assert naive_error > 1e-2
assert abs(naive_energies[:4] - general_energies[:4]).max() > 1e-4


def row(values):
    return " ".join(f"{value:.6f}" for value in values[:4])


print("four lowest energies in hartree:")
print("  generalized problem:", row(general_energies))
print("  orthogonal H:       ", row(orth_energies))
print("  S replaced by 1:    ", row(plain_energies))
print("  p taken orthonormal:", row(naive_energies))
hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"lowest energy: {orth_energies[0] * hartree_ev:.4f} eV")
print(f"largest error over whole spectrum: {spectrum_error:.1e} hartree")
print(f"S^(-1/2) error if p taken orthonormal (norm): {naive_error:.5f}")

# Locality is tested on the root obtained without the closed form.
root_change = hermitian_power(S, 0.5) - identity
inside = [abs(displacement(c)) < r for c, r in zip(centres, radii)]
outside = ~(inside[0] | inside[1])
assert abs(root_change[outside]).max() < 1e-11
assert abs(root_change[np.ix_(inside[0], inside[1])]).max() < 1e-11
singular_values = np.linalg.svd(H_orth - H, compute_uv=False)
change_rank = int(np.sum(singular_values > 1e-8))
assert change_rank == 2 * sum(p.shape[1] for p in P)
print(f"rank of H_orth - H: {change_rank}")

# Overlapping spheres: atom-wise powers fail, one common Gram matrix works.
near_centre = 5.0
near_P = [P[0], projectors(near_centre, radii[1])]
near_S = overlap_operator(near_P, q)
near_exact = hermitian_power(near_S, -0.5)
near_error = distance(closed_power(near_P, q, -0.5), near_exact)
joint_q = block_diag(*q)
near_joint = closed_power([np.hstack(near_P)], [joint_q], -0.5)
near_joint_error = distance(near_joint, near_exact)
assert near_error > 1e-4 and near_joint_error < 1e-10
print(f"overlapping spheres: B moved to {near_centre:.1f} bohr")
print(f"  S^(-1/2) error, atom by atom (norm): {near_error:.2e}")
print(f"  S^(-1/2) error, common Gram (norm): {near_joint_error:.1e}")

# A plane-wave cutoff spreads each projector beyond its sphere.
cutoff_errors = []
print("plane-wave cutoff, separated spheres:")
for highest in (4, 8, 20):
    basis = waves[:, abs(modes) <= highest]
    cut_P = [basis.conj().T @ p for p in P]
    cut_S = overlap_operator(cut_P, q)
    cut_H = basis.conj().T @ H @ basis
    exact_root = hermitian_power(cut_S, -0.5)
    atomic_root = closed_power(cut_P, q, -0.5)
    joint_root = closed_power([np.hstack(cut_P)], [joint_q], -0.5)
    error = distance(atomic_root, exact_root)
    cutoff_errors.append(error)
    assert distance(joint_root, exact_root) < 1e-10
    reference = eigh(cut_H, cut_S, eigvals_only=True)
    joint_energies = np.linalg.eigvalsh(joint_root @ cut_H @ joint_root)
    assert np.allclose(joint_energies, reference, atol=1e-9)
    atomic_energies = np.linalg.eigvalsh(atomic_root @ cut_H @ atomic_root)
    energy_error = atomic_energies[0] - reference[0]
    cutoff = (2 * np.pi * highest / length)**2 / 2
    print(f"  {basis.shape[1]} waves, {cutoff:.3f} hartree: "
          f"root error {error:.2e}, lowest-energy error {energy_error:.2e} hartree")
assert cutoff_errors[0] > 1e-5
assert cutoff_errors[-1] < cutoff_errors[0]

# Positive 1+q does not guarantee positive S for nonorthogonal projectors.
bad_value = -0.7
bad_q = bad_value * np.eye(2)
lowest_S = np.linalg.eigvalsh(overlap_operator([P[0]], [bad_q]))[0]
predicted = 1 + bad_value * (1 + exact_overlap)
assert np.linalg.eigvalsh(np.eye(2) + bad_q).min() > 0
assert lowest_S < 0 and abs(lowest_S - predicted) < 1e-4
print(f"indefinite case q = {bad_value:.1f} times unit matrix, atom A only:")
print(f"  lowest eigenvalue of 1+q: {1 + bad_value:.3f}")
print(f"  lowest eigenvalue of S: {lowest_S:.6f}, predicted {predicted:.6f}")
print("done: every assertion held")
```

Printed output:

```
cell length 12.0 bohr, grid points 121
analytic overlap of the two projectors 0.627646
atom A: centre 3.0, radius 1.5 bohr, well 1.0 hartree
  q11 q12 q22: 0.60 -0.20 0.30
  D11 D12 D22: 0.50 0.10 -0.30 hartree
  grid overlap B12: 0.627646
  M11 M12 M22: 0.441246 0.082441 0.207696
  o1 o2: 0.181527 0.467414
  (1+o)^(-1/2)-1: -0.080021 -0.174488
  eta1 = 0.773922 p1 + (-1.283870) p2
  eta2 = 1.025205 p1 + (-0.040968) p2
  X11 X12 X22 for power -1/2: -0.231323 0.086838 -0.132193
atom B: centre 7.0, radius 1.8 bohr, well 0.6 hartree
  q11 q12 q22: -0.40 0.10 0.20
  D11 D12 D22: 0.20 -0.10 0.40 hartree
  grid overlap B12: 0.627645
  M11 M12 M22: -0.270785 0.037235 0.196313
  o1 o2: -0.273735 0.199263
  (1+o)^(-1/2)-1: 0.173417 -0.086849
  eta1 = 1.241281 p1 + (-0.521800) p2
  eta2 = 0.330491 p1 + (-1.173769) p2
  X11 X12 X22 for power -1/2: 0.257711 -0.078632 -0.072437
largest closed-form power error (norm): 3.0e-15
four lowest energies in hartree:
  generalized problem: -0.128200 0.020610 0.060804 0.387848
  orthogonal H:        -0.128200 0.020610 0.060804 0.387848
  S replaced by 1:     -0.160576 0.019868 0.060864 0.370512
  p taken orthonormal: -0.127141 0.021799 0.060926 0.390668
lowest energy: -3.4885 eV
largest error over whole spectrum: 6.8e-13 hartree
S^(-1/2) error if p taken orthonormal (norm): 0.05626
rank of H_orth - H: 8
overlapping spheres: B moved to 5.0 bohr
  S^(-1/2) error, atom by atom (norm): 9.04e-03
  S^(-1/2) error, common Gram (norm): 2.2e-15
plane-wave cutoff, separated spheres:
  9 waves, 2.193 hartree: root error 4.76e-04, lowest-energy error -5.27e-05 hartree
  17 waves, 8.773 hartree: root error 5.24e-05, lowest-energy error 6.21e-07 hartree
  41 waves, 54.831 hartree: root error 1.27e-06, lowest-energy error 6.94e-08 hartree
indefinite case q = -0.7 times unit matrix, atom A only:
  lowest eigenvalue of 1+q: 0.300
  lowest eigenvalue of S: -0.139352, predicted -0.139352
done: every assertion held
```
